\section*{Output of an ambipolar inverter with its input grounded}

\section*{Question}

I am stuck on an exercise about organic inverters. Two identical transistors sit in series between ground and a positive supply $V_s$. Their gates are tied together and form the input $V_i$; the node between them is the output $V_o$, with nothing connected to it. Each transistor is ambipolar: the same channel can carry electrons or holes. The two mobilities are equal and both thresholds are zero. I have to show that a grounded input gives an output of only $0.707\,V_s$.

My reasoning gives $V_o=V_s$. The lower transistor has its gate at $0$ and its source at $0$, so its gate--source voltage is zero and it is off. The upper one is strongly on and should pull the output all the way up, as in an ordinary complementary inverter. Where does this go wrong? Where do the equal mobilities enter? And if the high level is that poor, can such an inverter drive another one?

\section*{Answer}

The step that fails is ``its source is at $0$''. The grounded contact is the source for electrons. For holes the source is the contact at the higher potential, which in the lower transistor is the output node. Seen from there the gate is at $-V_o$, and that turns a hole channel on. The lower transistor therefore conducts as soon as the output rises. To find where the output stops, we need the current of a channel that can hold either carrier.

\subsection*{Current in an ambipolar channel}

I use atomic units, so the elementary charge is $1$. Let $C$ be the gate capacitance per area, $\mu$ the common mobility, and $W$ and $L$ the channel width and length. Let $x$ run from the grounded end towards the supply, and let $V(x)$ be the channel potential.

In the gradual-channel approximation the gate field is much larger than the field along the channel, so each piece of channel and the gate above it form a parallel-plate capacitor. The channel charge per area is
\begin{equation}
\sigma(x)=C\,[V(x)-V_i].
\end{equation}
With zero thresholds all of this charge is mobile. Where $V>V_i$ it consists of holes, where $V<V_i$ of electrons, and in both cases the number of carriers per area is $C|V_i-V|$.

Count the current $I$ as positive when it flows from supply to ground, that is, towards smaller $x$. If $V$ rises with $x$, holes drift towards smaller $x$ and contribute positively. Electrons drift the other way, but their charge is negative, so they contribute positively too. Neglecting diffusion,
\begin{equation}
I=W\mu C\,|V_i-V|\,\frac{dV}{dx}.
\label{eq:local}
\end{equation}
In the steady state $I$ is the same at every $x$. This holds even if holes and electrons meet inside the channel and recombine, because the hole current arriving on one side continues as electron current on the other. Integrating \eqref{eq:local} over a channel whose ends are at potentials $a<b$, and dividing by $L$, gives
\begin{equation}
I=K\int_a^b|V_i-V|\,dV,\qquad K=\frac{\mu CW}{L}.
\label{eq:I}
\end{equation}
The contacts are assumed to supply either carrier without a voltage drop.

\subsection*{Grounded input}

Set $V_i=0$. Every point of both channels lies between $0$ and $V_s$, so $V\ge V_i$ everywhere and both transistors contain holes only. Then $|V_i-V|=V$, and \eqref{eq:I} gives
\begin{align}
I_{\rm lower}&=K\int_0^{V_o}V\,dV=\frac K2V_o^2,\\
I_{\rm upper}&=K\int_{V_o}^{V_s}V\,dV=\frac K2\left(V_s^2-V_o^2\right).
\end{align}
No current leaves through the output, so the two are equal:
\begin{equation}
V_o^2=V_s^2-V_o^2
\quad\Rightarrow\quad 2V_o^2=V_s^2
\quad\Rightarrow\quad V_o=\frac{V_s}{\sqrt2}=0.707\,V_s .
\label{eq:main}
\end{equation}
The positive root is taken because $V_o$ lies between $0$ and $V_s$.

The usual transistor language gives the same thing. The lower device has hole source $V_o$, gate $0$ and drain $0$, so its gate--source and drain--source voltages are equal: it is at the edge of saturation. The upper device has gate drive $V_s$ and drain--source voltage $V_s-V_o<V_s$, so it is in the linear regime, with current
\begin{equation}
K\left[V_s(V_s-V_o)-\tfrac12(V_s-V_o)^2\right]=\frac K2(V_s-V_o)(V_s+V_o),
\end{equation}
which is $I_{\rm upper}$ again.

There is also a picture without any algebra of two devices. With a common gate, the two channels in series are one channel of length $2L$, tapped at its middle. Integrating \eqref{eq:local} from the grounded end to $x$ gives $Ix=W\mu CV^2/2$. Since $V=V_s$ at $x=2L$,
\begin{equation}
V(x)=V_s\sqrt{\frac{x}{2L}},\qquad I=\frac{K V_s^2}{4}.
\label{eq:profile}
\end{equation}
A uniform resistor would give $V_s/2$ at the middle. Here the conductance is smallest near ground, where there are few holes, so more than half of the voltage drops in the lower half.

This profile was tested by following the charge in time. Conservation of charge reads
\begin{equation}
C\frac{\partial V}{\partial t}=\frac{\partial}{\partial x}\left(\mu C|V_i-V|\frac{\partial V}{\partial x}\right).
\end{equation}
Started from a linear profile on 80 cells, it settles to \eqref{eq:profile} within $10^{-11}V_s$. So fine an agreement on a coarse grid has a reason: the mean conductance of a cell times its voltage step is $\tfrac12(V_j+V_{j+1})(V_{j+1}-V_j)=\tfrac12(V_{j+1}^2-V_j^2)$, which is the integrated law without grid error.

\subsection*{What causes the loss, and what the mobilities do}

Suppose the hole conduction of the lower transistor is multiplied by a factor $f$, with the upper one unchanged. The balance becomes $fV_o^2=V_s^2-V_o^2$, so
\begin{equation}
V_o=\frac{V_s}{\sqrt{1+f}}.
\label{eq:f}
\end{equation}
For $f=0.5$, $0.1$ and $0.01$ the output is $0.816$, $0.953$ and $0.995$ of the supply. As $f\to0$ the lower device carries electrons only, and your expected result $V_o=V_s$ returns. The loss thus comes from holes in the lower transistor.

The electron mobility appears nowhere in \eqref{eq:main}. At grounded input the result needs equal hole conduction in the two devices, not equal electron and hole mobilities. The latter matter at inputs strictly between ground and supply; with the input at the supply only electrons are present, and the mobility ratio drops out again. Take $V_i=V_s/2$ and make electrons ten times faster than holes in both devices. In units of $V_s$, the conductance integral over both channels is $10/8$ from electrons ($V<\frac12$) plus $1/8$ from holes. The output divides it into halves of $11/16$. This is less than $10/8$, so the output lies in the electron part:
\begin{equation}
\frac{10}{2}\left[\frac14-\left(\frac12-V_o\right)^2\right]=\frac{11}{16}
\quad\Rightarrow\quad V_o=\frac12-\sqrt{\frac{9}{80}}=0.165 .
\end{equation}
With equal mobilities the two parts are equal and the output is $\frac12$.

\subsection*{The whole transfer curve}

Return to equal mobilities and let $0\le V_i\le V_s/2$. The integral over both channels is
\begin{equation}
\int_0^{V_s}|V_i-V|\,dV=\frac12\left[V_i^2+(V_s-V_i)^2\right],
\end{equation}
the first term from electrons, the second from holes. The electron term is the smaller one, so the halfway point lies in the hole part, $V_o\ge V_i$. The lower device then has the integral $\frac12[V_i^2+(V_o-V_i)^2]$, which must be half of the total:
\begin{align}
V_i^2+(V_o-V_i)^2&=\tfrac12\left[V_i^2+(V_s-V_i)^2\right],\\
(V_o-V_i)^2&=\tfrac12\left[(V_s-V_i)^2-V_i^2\right]=\tfrac12V_s(V_s-2V_i),\\
V_o&=V_i+\sqrt{\tfrac12V_s(V_s-2V_i)} .
\label{eq:curve}
\end{align}
For $V_i>V_s/2$, measure all potentials downwards from the supply. This exchanges the two devices and the two carriers, so $V_o(V_s-V_i)=V_s-V_o(V_i)$. With the input at the supply, the output is $0.293\,V_s$ rather than zero: now electrons keep the upper device on.

The slope of \eqref{eq:curve} is
\begin{equation}
\frac{dV_o}{dV_i}=1-\frac{V_s}{2\sqrt{\frac12V_s(V_s-2V_i)}} .
\end{equation}
At $V_i=0$ it equals $1-1/\sqrt2=+0.293$. The output of this ``inverter'' at first rises with its input. To see why, expand the two currents to first order in $V_i$. The lower one falls by the fraction $2V_i/V_o$, the upper one by $2V_i(V_s-V_o)/(V_s^2-V_o^2)=2V_i/(V_s+V_o)$. The lower device has the weaker gate drive and loses the larger fraction, so the output must rise to restore the balance. The electrons entering near ground contribute only at second order.

The slope vanishes when the root equals $V_s/2$, that is, when $V_s-2V_i=V_s/2$. Hence the highest output is
\begin{equation}
V_o=\frac{V_s}{4}+\frac{V_s}{2}=\frac{3V_s}{4}\quad\text{at}\quad V_i=\frac{V_s}{4}.
\end{equation}
So $0.707\,V_s$ is the output at grounded input, but not the best high level. Beyond this point the output falls until $V_i=3V_s/4$, where it reaches its minimum $V_s/4$, and then rises slightly. At $V_i=V_s/2$ the slope of the model diverges.

The current is $K$ times half of the total integral,
\begin{equation}
I=\frac K4\left[V_i^2+(V_s-V_i)^2\right].
\end{equation}
It is smallest at $V_i=V_s/2$, where it is $KV_s^2/8$, half of its value at grounded input. There is no input at which the supply current stops.

\subsection*{Can it drive another inverter?}

In this model, yes. Look for a low level $a$ whose output is the mirror level $V_s-a$; by symmetry that high level then gives back $a$. From \eqref{eq:curve},
\begin{equation}
V_s-2a=\sqrt{\tfrac12V_s(V_s-2a)} .
\end{equation}
Squaring and dividing by $V_s-2a\neq0$ gives $V_s-2a=V_s/2$, so $a=V_s/4$. The excluded root, $a=V_s/2$, is the switching point. The two logic levels are $V_s/4$ and $3V_s/4$. The slope vanishes at both, so a small error in a level disappears to first order in the next stage. A chain whose first input is grounded gives, in units of $V_s$,
\begin{equation}
0\to0.7071\to0.2520\to0.7500\to0.2500\to0.7500 .
\end{equation}
The levels survive, but they are only half a supply apart and current flows in both states.

\subsection*{Numbers for a polymer inverter}

Take rough values in the regime of an ambipolar diketopyrrolopyrrole copolymer on silicon dioxide: hole mobility $0.10$~cm$^2$/Vs, $W=1000~\mu$m, $L=20~\mu$m, an oxide of $200$~nm with relative permittivity $3.9$, and $V_s=40$~V at $300$~K. The capacitance is $17.3$~nF/cm$^2$, and
\begin{align}
K&=0.10\times17.3\times\frac{1000}{20}\ \text{nA/V}^2\approx86\ \text{nA/V}^2,\\
V_o&=\frac{40\ \text{V}}{\sqrt2}=28.3\ \text{V},\\
I&=\frac{86.3\ \text{nA/V}^2\times(40\ \text{V})^2}{4}=34.5\ \mu\text{A}.
\end{align}
The output misses the supply by $11.7$~V, and with its input grounded the inverter consumes $40$~V $\times\,34.5~\mu$A $=1.38$~mW. At the logic levels of a chain, $V_i=V_s/4$ or $3V_s/4$, the current formula above gives $5/8$ of this, $0.86$~mW.

\subsection*{How far real devices move the number}

I change one assumption at a time, at grounded input, and keep the others.

\emph{Mobility that grows with density.} In a disordered semiconductor with an exponential tail of states, of width $T_0$ in temperature units, take a hopping mobility that varies as the volume density to the power $T_0/T-1$. If the accumulation layer is treated as a continuum in a thick film, the volume density at the interface grows as the square of the sheet charge, so $\mu\propto|V_i-V|^{\gamma}$ with $\gamma=2(T_0/T-1)$. The integrand in \eqref{eq:I} becomes $V^{1+\gamma}$, and the balance is $V_o^{2+\gamma}=V_s^{2+\gamma}-V_o^{2+\gamma}$:
\begin{equation}
V_o=2^{-1/(2+\gamma)}\,V_s .
\end{equation}
A rough $T_0=400$~K gives $\gamma=0.667$ and $V_o=30.8$~V, a shift of $+2.6$~V. This is an upper estimate for that $T_0$. For a semiconductor permittivity of $3$ the continuum layer at $40$~V would be only about $0.3$~nm thick, less than one molecular layer. With discrete layers $1$ to $2$~nm apart the shift is about $+2$~V. If all the charge sits in one layer, the volume density is proportional to the sheet charge, so $\gamma=T_0/T-1=0.333$ and $V_o=29.7$~V, a shift of $+1.4$~V.

\emph{Hole onset.} If holes appear only where $V$ exceeds $V_T>0$, their density is $C(V-V_T)$ there. The electron onset is left at zero, so there are no electrons at grounded input either. The part of the lower channel below $V_T$ is therefore pinched off, as in a saturated transistor, and is taken to be short. Then $(V_o-V_T)^2=(V_s-V_T)^2-(V_o-V_T)^2$, so
\begin{equation}
V_o=V_T+\frac{V_s-V_T}{\sqrt2}.
\label{eq:onset}
\end{equation}
For $V_T=5$~V this is $5+35/\sqrt2=29.7$~V, a shift of $+1.5$~V. With a negative onset, holes are present even at $V=0$ and nothing is pinched off. The balance is then $(V_o-V_T)^2-V_T^2=(V_s-V_T)^2-(V_o-V_T)^2$, which for $V_T=-5$~V gives $V_o=27.0$~V, a shift of $-1.3$~V.

Fixed charge at the oxide shifts the onsets of both carriers together. If both move to $V_T>0$, electrons fill the part of the lower channel below $V_T$. With electrons $r$ times as mobile as holes, the balance is $rV_T^2+(V_o-V_T)^2=(V_s-V_T)^2-(V_o-V_T)^2$. For $V_T=5$~V this gives $29.5$~V at $r=1$, but $27.1$~V at $r=10$. In this case the electron mobility does affect the output at grounded input.

\emph{Contact resistance.} Let each of the four contacts drop a voltage $s$. The lower channel then runs from $s$ to $V_o-s$ and the upper one from $V_o+s$ to $V_s-s$:
\begin{align}
(V_o-s)^2-s^2&=(V_s-s)^2-(V_o+s)^2,\\
V_o^2-2sV_o&=V_s^2-2sV_s-V_o^2-2sV_o,\\
V_o&=V_s\sqrt{\tfrac12\left(1-2s/V_s\right)} .
\end{align}
A rough $5$~k$\Omega\,$cm per contact is $50$~k$\Omega$ for this width. Solving for the current and the drop together gives $s=1.43$~V and $V_o=27.3$~V, a shift of $-1.0$~V.

\emph{Gap and diffusion.} Zero onset for both carriers cannot hold strictly in a material with a gap, since the channel potential must move between filling one band and filling the other. I computed both carriers in local equilibrium, with diffusion, a rough gap of $1.3$~eV and $10^{14}$ sites per cm$^2$, and with the Fermi level at midgap where the channel is at the gate potential. The effective hole onset is $0.57$~V and the output rises by $0.15$~V; \eqref{eq:onset} alone would give $0.57\,(1-1/\sqrt2)=0.17$~V. Making the electrons ten times faster changes this output by less than $10^{-10}$~V, so they play no part for this alignment. If both onsets are moved up by $1$~V, the same change moves the output by $0.03$~V.

\emph{Gradual channel.} From \eqref{eq:profile} the field along the channel is $dV/dx=V/(2x)$, while the oxide field is $V/d$ for thickness $d$. They are equal at $x=d/2=100$~nm, so the approximation fails near the grounded contact. Treating that stretch as free of resistance shortens the lower channel to $L-d/2$, which means $f=L/(L-d/2)$ in \eqref{eq:f}. This crude estimate gives a shift of $-0.04$~V, which should be trusted only in its order of magnitude. It would grow for a channel not much longer than the oxide is thick.

For the values chosen here, the largest shift comes from the density-dependent mobility, unless the charge is confined to a single layer; then it is about equal to the shift from the $5$~V hole onset. Taken one by one, the changes leave the output between $27.0$ and $30.8$~V, or $0.68$ to $0.77$ of the supply; acting together they need not simply add. This range is not a bound for real devices. If fixed charge moves both onsets to $10$~V and electrons are ten times as mobile as holes, the electrons carry more than half of the conductance integral. The output then lies in the electron part, where $\frac{10}{2}\left[10^2-(10-V_o)^2\right]=475$ with $V_o$ in volts, and it drops to $7.8$~V. The largest oxide field, $2.0$~MV/cm, is well below a rough breakdown field of $10$~MV/cm, and at most about $4\%$ of the assumed sites are occupied. The example is most idealised in its electrons: untreated silicon dioxide traps them, and electron and hole mobilities in a real polymer can differ widely. Unequal mobilities distort the transfer curve, as the value $0.165$ above shows. They leave the level at grounded input unchanged only if holes alone carry the current there, which fails when fixed charge brings electrons into the channel at zero input. The logic levels $V_s/4$ and $3V_s/4$ of a chain hold only for equal mobilities, and whether a chain of strongly unequal devices still keeps two usable levels must be checked on its own transfer curve. Trapped electrons also move the level at grounded input, because their fixed charge shifts the hole onset. The numerical output below lists the sample parameters and most of the results; those for a negative onset and for fixed charge follow from the balances given above.

\section*{Calculated quantities}
\begin{verbatim}
REDUCED RESULTS (voltages / supply)
output at grounded input, current balance: 0.707107
same, relaxed continuity equation: 0.707107
largest profile deviation from square root: 5.8e-12
input 0.00: output 0.7071
input 0.10: output 0.7325
input 0.25: output 0.7500
input 0.40: output 0.7162
input 0.50: output 0.5000
input 0.60: output 0.2838
input 0.75: output 0.2500
input 1.00: output 0.2929
slope of output at grounded input: 0.2929
largest output 0.7500 at input 0.250
relaxed output at input 0.25 (80 cells): 0.7500
lower hole conduction x 0.5: output 0.8165
lower hole conduction x 0.1: output 0.9535
lower hole conduction x 0.01: output 0.9950
input 0.5, electrons 10x faster: output 0.1646
inverter chain: 0.0000 0.7071 0.2520 0.7500 0.2500 0.7500
EXAMPLE INPUTS (rough)
supply 40 V, temperature 300 K
mobility 0.10 cm2/Vs, gap 1.3 eV
width 1000 um, length 20 um
oxide 200 nm, relative permittivity 3.9
site density 1e+14 cm^-2
EXAMPLE RESULTS
gate capacitance: 17.27 nF/cm2
K: 86.33 nA/V^2
output at grounded input: 28.28 V
missing from full supply: 11.72 V
static current, grounded input: 34.53 uA
static current, half-supply input: 17.27 uA
static power, grounded input: 1.38 mW
NEGLECTED EFFECTS (output, shift from ideal)
disorder temperature 400 K, gamma 0.667
mobility rising with density: 30.84 V, +2.56 V
hole onset 5 V: 29.75 V, +1.46 V
each contact 5 kOhm cm = 50 kOhm, drop 1.43 V
with contacts: 27.25 V, -1.03 V
gap and diffusion: 28.43 V, +0.15 V
onset due to gap: 0.568 V; thermal voltage 25.85 mV
electron share of conduction integral: 3.7e-13
output change, electrons 10x faster: 4.7e-11 V
gradual-channel failure over 100 nm: -0.035 V
largest oxide field: 2.0 MV/cm (rough breakdown 10 MV/cm)
largest hole density: 4.31e+12 cm^-2, site occupation 0.043
\end{verbatim}
